# Odd diffraction orders from a pitch error in a double-pitch grating: a program that tests the result

```python
"""Pitch error in a grating with two lines per double-pitch cell.

Result under test: for identical lines centred at 0 and P + delta in a cell
of length 2P, single scattering gives, for order m with q = pi*m/P,
    I_m = 4 |F(q)|^2 sin^2(pi m delta / (2P))   for odd m,
    I_m = 4 |F(q)|^2 cos^2(pi m delta / (2P))   for even m.
P: nominal pitch; delta: displacement of one line; F: line form factor;
w: line width. Lengths are in nm, scattering density is 1 inside a line.
A paraxial coupled-wave model tests what survives multiple scattering.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq

P = 32.0
w = 14.0
delta = 0.01 * P
nodes, weights = np.polynomial.legendre.leggauss(100)


def transform(q, lines):
    """Quadrature of density * exp(-iqx); lines = [(centre, width), ...]."""
    total = 0.0j
    for centre, width in lines:
        x = centre + 0.5 * width * nodes
        total += 0.5 * width * np.sum(weights * np.exp(-1j * q * x))
    return total


def measured(m, shift, width_a=w, width_b=w, cells=12):
    """Peak intensity of a finite grating divided by cells squared."""
    lines = []
    for j in range(cells):
        lines.append((2 * P * j, width_a))
        lines.append((2 * P * j + P + shift, width_b))
    return abs(transform(np.pi * m / P, lines))**2 / cells**2


def form(m, width=w):
    q = np.pi * m / P
    return 2 * np.sin(q * width / 2) / q


def structure(m, shift):
    angle = np.pi * m * shift / (2 * P)
    return np.sin(angle)**2 if m % 2 else np.cos(angle)**2


# Closed intensity law against direct integration over the whole grating
for shift in (0.0, delta, -3.0, 9.0):
    for m in range(1, 9):
        law = 4 * form(m)**2 * structure(m, shift)
        assert abs(measured(m, shift) - law) < 1e-8 * w**2

# Unequal widths together with a pitch error
for m in (1, 3, 5):
    fa, fb = form(m, 15.0), form(m, 12.5)
    s2 = structure(m, 2.0)
    law = (fa - fb)**2 * (1 - s2) + (fa + fb)**2 * s2
    assert abs(measured(m, 2.0, 15.0, 12.5) - law) < 1e-8 * w**2


def recover(ratio, form_ratio):
    """|delta| from I_1/I_2, given |F_1/F_2|."""
    r = np.sqrt(ratio) / form_ratio
    s = (np.sqrt(1 + 8 * r**2) - 1) / (4 * r)
    return 2 * P / np.pi * np.arcsin(s)


true_form_ratio = abs(form(1) / form(2))
for shift in (delta, -4.0, 12.0):
    ratio = measured(1, shift) / measured(2, shift)
    assert abs(recover(ratio, true_form_ratio) - abs(shift)) < 1e-7
ratio12 = measured(1, delta) / measured(2, delta)
delta_found = recover(ratio12, true_form_ratio)
delta_biased = recover(ratio12, 1.0)
assert abs(delta_biased - delta) > 0.1 * delta

# Width difference that imitates the first-order signal: root search on
# integrated intensities against the closed condition
q1 = np.pi / P
e_formula = 4 / q1 * np.arcsin(np.tan(q1 * w / 2)
                               * np.sin(np.pi * delta / (2 * P)))
e_search = brentq(lambda e: measured(1, 0.0, w + e / 2, w - e / 2)
                  - measured(1, delta), 0.01, 3.0, xtol=1e-12)
assert abs(e_formula - e_search) < 1e-6
third_width = measured(3, 0.0, w + e_search / 2, w - e_search / 2)
third_pitch = measured(3, delta)
assert abs(third_width / third_pitch - 1) > 0.2


def coupled(shift, line_phase, spread, top=30):
    """Order amplitudes after a thick grating at normal incidence.

    line_phase: phase delay in a line (rad); spread: propagation phase of
    order 1 relative to order 0 over the thickness (rad).
    """
    lines = [(-shift / 2, w), (P + shift / 2, w)]
    coef = {k: transform(np.pi * k / P, lines) / (2 * P)
            for k in range(-2 * top, 2 * top + 1)}
    orders = np.arange(-top, top + 1)
    coupling = np.array([[coef[a - b] for b in orders] for a in orders])
    matrix = np.diag(spread * orders**2) - line_phase * coupling
    return expm(-1j * matrix)[:, top], top


strong, spread = 2.0, 0.3
plus, mid = coupled(5.0, strong, spread)
minus, _ = coupled(-5.0, strong, spread)
assert abs(np.sum(abs(plus)**2) - 1) < 1e-9
for m in range(0, 7):
    assert abs(minus[mid + m] - (-1)**m * plus[mid + m]) < 1e-9
assert abs(plus[mid + 1]) > 1e-3


def growth(line_phase, large, small, top=30):
    a, c = coupled(large, line_phase, spread, top)
    b, _ = coupled(small, line_phase, spread, top)
    return abs(a[c + 1])**2 / abs(b[c + 1])**2


# Small pitch errors: quadratic even in strong scattering
quadratic = growth(strong, 0.002 * P, 0.001 * P)
assert abs(quadratic / 4 - 1) < 1e-2
# Large pitch errors: the sine law holds only in weak scattering
sine_growth = structure(1, 0.5 * P) / structure(1, delta)
weak_ratio = growth(1e-3, 0.5 * P, delta) / sine_growth
strong_ratio = growth(strong, 0.5 * P, delta) / sine_growth
finer = growth(strong, 0.5 * P, delta, 40) / sine_growth
assert abs(weak_ratio - 1) < 1e-2
assert abs(finer / strong_ratio - 1) < 1e-2
assert abs(strong_ratio - 1) > 0.05

print(f"nominal pitch P = {P:.1f} nm, line width w = {w:.1f} nm")
print(f"displacement delta = {delta:.3f} nm, delta/P = {delta / P:.3f}")
print(f"spacings = {P + delta:.2f} nm and {P - delta:.2f} nm")
print(f"q_1 = {q1:.5f} 1/nm")
print("m, sin^2 (odd) or cos^2 (even), F^2 (nm^2), I_m/I_2:")
I2 = measured(2, delta)
for m in range(1, 7):
    print(f"  {m}  {structure(m, delta):.4e}  {form(m)**2:.3f}"
          f"  {measured(m, delta) / I2:.4e}")
for m in (1, 3, 5):
    small = (np.pi * m * delta / (2 * P))**2
    excess = 100 * (small / structure(m, delta) - 1)
    print(f"small-angle value, m={m}: {small:.4e}, excess {excess:.4f} %")
print(f"sin^2 ratio, m=3 to m=1: {structure(3, delta) / structure(1, delta):.4f}")
print(f"intensity ratio I_3/I_1: {third_pitch / measured(1, delta):.4f}")
print(f"form-factor ratio |F_1/F_2| = {true_form_ratio:.4f}")
print(f"delta recovered from I_1/I_2 = {delta_found:.4f} nm")
print(f"delta if form factors are ignored = {delta_biased:.4f} nm")
print("other reading, spacing difference 2*delta = 0.01 P:")
print(f"  delta = {delta / 2:.3f} nm, sin^2 for m=1: "
      f"{structure(1, delta / 2):.4e}")
print(f"  I_1/I_2 = {measured(1, delta / 2) / measured(2, delta / 2):.4e}")
print(f"width difference imitating I_1 = {e_search:.4f} nm")
print(f"its I_3 over the pitch-error I_3 = {third_width / third_pitch:.4f}")
print(f"coupled waves: strong line phase = {strong:.1f} rad, "
      f"order-1 propagation phase = {spread:.1f} rad")
print(f"strong: I_1(0.002 P)/I_1(0.001 P) = {quadratic:.3f}")
print(f"sine law: I_1(0.5 P)/I_1(0.01 P) = {sine_growth:.1f}")
print(f"weak (line phase 0.001 rad) growth / sine law = {weak_ratio:.3f}")
print(f"strong growth / sine law = {strong_ratio:.2f}")
print("PASS")
```

Running it gives:

```
nominal pitch P = 32.0 nm, line width w = 14.0 nm
displacement delta = 0.320 nm, delta/P = 0.010
spacings = 32.32 nm and 31.68 nm
q_1 = 0.09817 1/nm
m, sin^2 (odd) or cos^2 (even), F^2 (nm^2), I_m/I_2:
  1  2.4672e-04  167.023  4.1330e-04
  2  9.9901e-01  99.804  1.0000e+00
  3  2.2190e-03  35.866  7.9821e-04
  4  9.9606e-01  3.799  3.7948e-02
  5  6.1558e-03  1.399  8.6365e-05
  6  9.9114e-01  7.970  7.9226e-02
small-angle value, m=1: 2.4674e-04, excess 0.0082 %
small-angle value, m=3: 2.2207e-03, excess 0.0741 %
small-angle value, m=5: 6.1685e-03, excess 0.2059 %
sin^2 ratio, m=3 to m=1: 8.9941
intensity ratio I_3/I_1: 1.9313
form-factor ratio |F_1/F_2| = 1.2936
delta recovered from I_1/I_2 = 0.3200 nm
delta if form factors are ignored = 0.4138 nm
other reading, spacing difference 2*delta = 0.01 P:
  delta = 0.160 nm, sin^2 for m=1: 6.1684e-05
  I_1/I_2 = 1.0325e-04
width difference imitating I_1 = 0.5252 nm
its I_3 over the pitch-error I_3 = 0.1925
coupled waves: strong line phase = 2.0 rad, order-1 propagation phase = 0.3 rad
strong: I_1(0.002 P)/I_1(0.001 P) = 4.000
sine law: I_1(0.5 P)/I_1(0.01 P) = 2026.6
weak (line phase 0.001 rad) growth / sine law = 1.000
strong growth / sine law = 0.77
PASS
```
